# Helium ground state in Korobov's exponential basis: integrals and numerical precision, part 1

(Sections cited here and not found follow in the second part.)

## What the atom demands

The two electrons of a helium atom spend a small part of their time at the nucleus and a smaller part on top of each other. The leading QED shift of a level, of order $\alpha_{\rm fs}^3$ times the Hartree energy, contains the probability densities of these meetings, $\langle\delta^3(\mathbf r_1)\rangle$ and $\langle\delta^3(\mathbf r_{12})\rangle$, taken in the nonrelativistic state. A calculation of the shift therefore starts from a solution of the Schrödinger equation that is accurate at the very points where the potential is singular.

The model here is the ground state (spin singlet, zero orbital angular momentum) with a point nucleus of charge $Ze$, $Z=2$, and infinite mass:

$$H=-\frac{\hbar^2}{2m}\left(\nabla_1^2+\nabla_2^2\right)+\frac{e^2}{4\pi\varepsilon_0}\left(-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac{1}{r_{12}}\right),\qquad \mathbf r_{12}=\mathbf r_1-\mathbf r_2 .$$

With $a_0=4\pi\varepsilon_0\hbar^2/me^2=5.291772\times10^{-11}$ m and $E_h=\hbar^2/ma_0^2=4.359745\times10^{-18}$ J one has $\hbar^2/m=E_ha_0^2$ and $e^2/4\pi\varepsilon_0=E_ha_0$. Formulas below keep the constants, and numbers are given in multiples of $a_0$ and $E_h$. The spatial function is real, symmetric under exchange of the electrons, and invariant under rotations, so it depends on $r_1$, $r_2$ and $r_{12}$ only.

## First failure: a function that ignores $r_{12}$

The simplest trial function is $e^{-\zeta(r_1+r_2)}$. Its best energy, derived below, is $-2.84765625\,E_h$, about $0.056\,E_h$ above the value reached at the end of this text. Part of the defect is local. In terms of $\mathbf r_{12}$ and the centre $(\mathbf r_1+\mathbf r_2)/2$, the kinetic operator contains $-(\hbar^2/m)\nabla_{12}^2$, because the reduced mass of two electrons is $m/2$. Suppose $\psi\approx\psi_0(1+k\,r_{12})$ near $r_{12}=0$. Since $\nabla^2 r=2/r$, the terms of $H\psi$ that diverge are

$$-\frac{\hbar^2}{m}\frac{2k}{r_{12}}\psi_0+\frac{e^2}{4\pi\varepsilon_0}\frac{1}{r_{12}}\psi_0 .$$

The right side $E\psi$ is finite, so these must cancel, which gives $k=me^2/(2\cdot4\pi\varepsilon_0\hbar^2)=1/(2a_0)$. This is Kato's cusp condition. A finite sum of orbital products is smooth in $\mathbf r_{12}$ away from the nucleus and has $k=0$. The cure is to put $r_{12}$ into every basis function:

$$f_i=e^{-\alpha_i r_1-\beta_i r_2-\gamma_i r_{12}},\qquad \phi_i=n_i\,(f_i+Pf_i),\qquad \psi=\sum_{i=1}^N c_i\phi_i .$$

Here $P$ swaps the electrons, which swaps $\alpha_i$ and $\beta_i$, and $n_i$ normalizes $\phi_i$ to one. Each $f_i$ has slope $-\gamma_i$ in $r_{12}$. The required slope is positive, so a single function needs $\gamma<0$, and the range of $\gamma$ is allowed to reach below zero. Making $\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle$ stationary in the $c_i$ gives $Hc=ESc$, with $H_{ij}=\langle\phi_i|H|\phi_j\rangle$ and $S_{ij}=\langle\phi_i|\phi_j\rangle$.

## Second failure: choosing $3N$ exponents

Optimizing every exponent means a search in $3N$ nonlinear variables with a new eigenvalue problem at each step. A regular grid avoids the search and brings other faults. If the $\alpha$ and $\beta$ grids share two values $a\ne b$, the points $(a,b,\gamma)$ and $(b,a,\gamma)$ give the same $\phi$ and $S$ is exactly singular. Refining a grid also changes $N$ in large jumps. A grid further contains equally spaced collinear triples, and for spacing $h$ the combination $f_--2f_0+f_+$ is of order $h^2$. It is shown below that points in general position need five functions, not three, to cancel to that order.

Korobov's rule fills a box in exponent space by a fixed formula:

$$\alpha_i=A_1+(A_2-A_1)\,\mathrm{frac}(\nu_i\sqrt2),\qquad \nu_i=\tfrac12 i(i+1),$$

with $\mathrm{frac}$ the fractional part, and likewise $\beta_i$ from $\sqrt3$ on $[B_1,B_2]$ and $\gamma_i$ from $\sqrt5$ on $[C_1,C_2]$. Only six interval ends remain to be chosen. The basis of size $N$ is the start of every larger one. No two $\alpha_i$ coincide, because $(\nu_i-\nu_j)\sqrt2$ is irrational and hence never an integer. For rational interval ends $\alpha_i=\beta_j$ is impossible too, because it would make a nonzero rational multiple of $\sqrt2$ equal to a rational number plus a rational multiple of $\sqrt3$. The quadratic $\nu_i$ removes one systematic pattern of collinear points. With $\nu_i=i$ the second difference $\nu_i-2\nu_{i+k}+\nu_{i+2k}$ vanishes, so the points $i$, $i+k$, $i+2k$ are equally spaced on a line whenever the integer parts have zero second difference too. With $\nu_i=i(i+1)/2$ the second difference is $\tfrac12[i^2-2(i+k)^2+(i+2k)^2]=k^2$, since the linear part drops out, and $k^2\sqrt2$ is never an integer, so this index pattern gives no such triple. Other patterns still can. The values $\nu_1,\nu_7,\nu_{10}=1,28,55$ have zero second difference, and so do the integer parts $1,39,77$ of $\nu\sqrt2$, $1,48,95$ of $\nu\sqrt3$ and $2,62,122$ of $\nu\sqrt5$, so points 1, 7 and 10 are equally spaced on a line. The rule leaves fewer index triples with $\nu$ in arithmetic progression, but it does not exclude collinear triples.

The example uses one box with round, unoptimized ends: $\alpha\in[1,3]$, $\beta\in[1,4]$, $\gamma\in[-0.25,1]$, all in $a_0^{-1}$. For $i=1$, $\nu=1$, and $\alpha_1=1+2(\sqrt2-1)=1.828427$, $\beta_1=1+3(\sqrt3-1)=3.196152$, $\gamma_1=-0.25+1.25(\sqrt5-2)=0.045085$. For $i=2$, $\nu=3$, and $\alpha_2=1+2(3\sqrt2-4)=1.485281$. The full method uses several boxes and can use complex exponents. Real exponents in one box are enough to show the structure.

## Third failure: integrals by quadrature

The overlap matrix will turn out to have eigenvalues below $10^{-18}$, so keeping it positive definite needs its elements to about eighteen digits, as shown below. A three-dimensional quadrature in double precision cannot supply these, and a closed form that can be evaluated at any precision is required.

For an integrand that depends on the three distances, rotation invariance lets $\mathbf r_1$ define the polar axis: $d^3r_1\to4\pi r_1^2dr_1$ and $d^3r_2\to2\pi r_2^2dr_2\sin\theta\,d\theta$. From $r_{12}^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ at fixed $r_1,r_2$ follows $r_{12}\,dr_{12}=r_1r_2\sin\theta\,d\theta$, so

$$d^3r_1\,d^3r_2=8\pi^2\,r_1r_2r_{12}\,dr_1\,dr_2\,dr_{12},\qquad |r_1-r_2|\le r_{12}\le r_1+r_2 .$$

The limits are the three triangle inequalities. The perimetric coordinates $t_1=r_1+r_2-r_{12}$, $t_2=r_1-r_2+r_{12}$, $t_3=-r_1+r_2+r_{12}$ turn them into $t_1,t_2,t_3\ge0$. Adding pairs gives $r_1=(t_1+t_2)/2$, $r_2=(t_1+t_3)/2$, $r_{12}=(t_2+t_3)/2$. The Jacobian is $\tfrac18$ times the determinant with rows $(1,1,0)$, $(1,0,1)$, $(0,1,1)$, which is $1\cdot(0-1)-1\cdot(1-0)+0=-2$, so its magnitude is $\tfrac14$. The exponent regroups as

$$\alpha r_1+\beta r_2+\gamma r_{12}=\tfrac12\left(u\,t_1+w\,t_2+v\,t_3\right),\qquad u=\alpha+\beta,\quad v=\beta+\gamma,\quad w=\gamma+\alpha .$$

The weight $1/(r_1r_2r_{12})$ cancels the volume factor and leaves three separate exponential integrals:

$$\Gamma_{000}\equiv\frac{1}{16\pi^2}\int d^3r_1d^3r_2\,\frac{e^{-\alpha r_1-\beta r_2-\gamma r_{12}}}{r_1r_2r_{12}}=\frac{8\pi^2}{16\pi^2}\cdot\frac14\cdot\frac2u\cdot\frac2w\cdot\frac2v=\frac{1}{uvw}.$$

This master integral converges exactly when $u,v,w>0$. One exponent may be negative. In a matrix element the exponents are sums of those of two functions, and in the chosen box each function has $\alpha+\gamma\ge0.75\,a_0^{-1}$ and $\beta+\gamma\ge0.75\,a_0^{-1}$, so all direct and exchange integrals exist.

A second road is open when all three exponents are positive. The Fourier transform of $e^{-\alpha r}/r$ is $4\pi/(k^2+\alpha^2)$. Writing the $r_{12}$ factor as $\int d^3k\,(2\pi)^{-3}\,4\pi\,e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}/(k^2+\gamma^2)$ separates the two space integrals, each of which is again such a transform. The prefactor is $(4\pi)^3\,4\pi/[(2\pi)^3 16\pi^2]=2/\pi$, so $\Gamma_{000}=(2/\pi)\int_0^\infty k^2dk/[(k^2+\alpha^2)(k^2+\beta^2)(k^2+\gamma^2)]$. For $(1.3,\,2.1,\,0.7)\,a_0^{-1}$ this integral, done numerically, is $0.0525210084\,a_0^3$, and $1/(3.4\times2.8\times2.0)$ gives the same ten digits.

Each $-\partial/\partial\alpha$ under the integral brings down a factor $r_1$, and likewise $\beta$ gives $r_2$ and $\gamma$ gives $r_{12}$:

$$\Gamma_{lmn}\equiv\frac{1}{16\pi^2}\int d^3r_1d^3r_2\;r_1^{l-1}r_2^{m-1}r_{12}^{n-1}e^{-\alpha r_1-\beta r_2-\gamma r_{12}}=(-\partial_\alpha)^l(-\partial_\beta)^m(-\partial_\gamma)^n\frac{1}{uvw}.$$

The dimension of $\Gamma_{lmn}$ is length to the power $l+m+n+3$. Indices below zero, needed for operators like $1/r_{12}^2$, require integration over an exponent and produce logarithms. They lie outside this scheme.

### A recurrence without subtraction

Differentiating numerically would subtract nearly equal numbers. An exact recurrence follows from $u\,\Gamma_{000}=1/(vw)$. Apply $D_{lmn}=(-\partial_\alpha)^l(-\partial_\beta)^m(-\partial_\gamma)^n$ to both sides. In the Leibniz expansion of the left side at most one derivative can act on $u$, because $u$ is linear, and $-\partial_\alpha u=-\partial_\beta u=-1$, $\partial_\gamma u=0$. There are $l$ ways to pick the $\alpha$ derivative and $m$ ways to pick the $\beta$ derivative, so $u\Gamma_{lmn}-l\,\Gamma_{l-1,m,n}-m\,\Gamma_{l,m-1,n}=B_{lmn}$ with $B_{lmn}=D_{lmn}[1/(vw)]$. The same step on $w\,B_{000}=1/v$, where $w$ depends on $\alpha$ and $\gamma$, gives $wB_{lmn}-l\,B_{l-1,m,n}-n\,B_{l,m,n-1}=D_{lmn}[1/v]$. Since $v$ does not contain $\alpha$, the right side vanishes for $l>0$, and for $l=0$ it is the $(m+n)$-fold derivative $(-d/dv)^{m+n}v^{-1}$. The result is

$$\Gamma_{lmn}=\frac{l\,\Gamma_{l-1,m,n}+m\,\Gamma_{l,m-1,n}+B_{lmn}}{u},\qquad B_{lmn}=\frac{1}{w}\left[l\,B_{l-1,m,n}+n\,B_{l,m,n-1}+\delta_{l0}\frac{(m+n)!}{v^{m+n+1}}\right].$$

Once $u$, $v$ and $w$ are formed, every term is positive, so relative rounding errors add up over a few operations and are not magnified by cancellation.

Low orders can be read off directly. Put $x=1/u$, $y=1/v$, $z=1/w$. The $\alpha$ derivative acts on $u$ or $w$, the $\beta$ derivative on $u$ or $v$, the $\gamma$ derivative on $v$ or $w$. One derivative on $1/u$ multiplies it by $x$, and two multiply it by $2x^2$. Listing the choices gives

$$\Gamma_{011}=xyz\,(xy+xz+2y^2+yz),\qquad \Gamma_{110}=xyz\,(2x^2+xy+xz+yz),$$

$$\Gamma_{111}=2xyz\,(x^2y+x^2z+xy^2+xz^2+y^2z+yz^2+xyz).$$

In $\Gamma_{111}$ six of the eight choices hit one factor twice and give the terms with a square, and two choices hit each factor once and give $xyz$ each. The recurrence was tested in exact rational arithmetic against symbolic differentiation for seven index sets. For $(3.5,\,2.25,\,-0.4)\,a_0^{-1}$, a case with negative $\gamma$, a quadrature in spherical coordinates that does not use the perimetric map gives $\Gamma_{111}=0.016729795\,a_0^6$, equal to the recurrence.

### Matrix elements

Take two unsymmetrized functions $f$ and $f'$, with exponents $(a,b,g)$ and $(a',b',g')$, and evaluate all $\Gamma$ at $\alpha=a+a'$, $\beta=b+b'$, $\gamma=g+g'$. The common factor $16\pi^2$ is dropped, since it cancels in the normalization. The overlap has weight one, which is $l=m=n=1$. A factor $1/r_1$ lowers $l$ by one, and so on:

$$\langle f|f'\rangle=\Gamma_{111},\qquad \langle f|V|f'\rangle=\frac{e^2}{4\pi\varepsilon_0}\left[\Gamma_{110}-Z(\Gamma_{011}+\Gamma_{101})\right].$$

For the kinetic energy, integration by parts turns $-f\nabla^2f'$ into $\nabla f\cdot\nabla f'$. The surface terms vanish at infinity by decay, and at the cusps because the gradients stay bounded while the surface shrinks. This form is symmetric in $f$ and $f'$ by construction. With $\nabla_1r_1=\hat{\mathbf r}_1$, $\nabla_1r_{12}=\hat{\mathbf r}_{12}$, $\nabla_2r_2=\hat{\mathbf r}_2$ and $\nabla_2r_{12}=-\hat{\mathbf r}_{12}$,

$$\nabla_1f=-(a\,\hat{\mathbf r}_1+g\,\hat{\mathbf r}_{12})f,\qquad \nabla_2f=-(b\,\hat{\mathbf r}_2-g\,\hat{\mathbf r}_{12})f ,$$

$$\nabla_1f\cdot\nabla_1f'=\left[aa'+gg'+(ag'+a'g)\,\hat{\mathbf r}_1\!\cdot\!\hat{\mathbf r}_{12}\right]ff',$$

$$\nabla_2f\cdot\nabla_2f'=\left[bb'+gg'-(bg'+b'g)\,\hat{\mathbf r}_2\!\cdot\!\hat{\mathbf r}_{12}\right]ff' .$$

Squaring $\mathbf r_2=\mathbf r_1-\mathbf r_{12}$ gives $\hat{\mathbf r}_1\cdot\hat{\mathbf r}_{12}=(r_1^2+r_{12}^2-r_2^2)/(2r_1r_{12})$. Squaring $\mathbf r_1=\mathbf r_2+\mathbf r_{12}$ gives $-\hat{\mathbf r}_2\cdot\hat{\mathbf r}_{12}=(r_2^2+r_{12}^2-r_1^2)/(2r_2r_{12})$, which absorbs the minus sign above. In the first expression the weights are $r_1/r_{12}$, $r_{12}/r_1$ and $r_2^2/(r_1r_{12})$, with indices $(2,1,0)$, $(0,1,2)$ and $(0,3,0)$. In the second they are $r_2/r_{12}$, $r_{12}/r_2$ and $r_1^2/(r_2r_{12})$, with indices $(1,2,0)$, $(1,0,2)$ and $(3,0,0)$. Hence

$$\langle f|T|f'\rangle=\frac{\hbar^2}{2m}\left[(aa'+bb'+2gg')\Gamma_{111}+(ag'+a'g)X_1+(bg'+b'g)X_2\right],$$

$$X_1=\tfrac12(\Gamma_{210}+\Gamma_{012}-\Gamma_{030}),\qquad X_2=\tfrac12(\Gamma_{120}+\Gamma_{102}-\Gamma_{300}).$$

Subtractions occur in $X_1$, $X_2$, $V$ and $T+V$, and can occur in $T$ when a $\gamma$ is negative. All exponents stay inside the box, where $u$, $v$ and $w$ are bounded away from zero, so the terms of a normalized element, and the absolute error they leave in it, have bounds that do not depend on $N$.

The contact operators are elementary. The factor $\delta^3(\mathbf r_1)$ sets $r_1=0$ and $r_{12}=r_2$, leaving $4\pi\int r^2e^{-vr}dr=8\pi/v^3$, which is $1/(2\pi v^3)$ after division by $16\pi^2$. In the same way $\delta^3(\mathbf r_2)$ gives $1/(2\pi w^3)$ and $\delta^3(\mathbf r_{12})$ gives $1/(2\pi u^3)$.

For an operator $O$ that commutes with $P$, the properties $P^\dagger=P$ and $P^2=1$ give $\langle Pf_i|O|Pf_j\rangle=\langle f_i|O|f_j\rangle$ and $\langle Pf_i|O|f_j\rangle=\langle f_i|O|Pf_j\rangle$, so

$$\langle\phi_i|O|\phi_j\rangle=2n_in_j\left[\langle f_i|O|f_j\rangle+\langle f_i|O|Pf_j\rangle\right].$$

The second term is the first with $a'\leftrightarrow b'$. For the nuclear contact density the symmetric operator $\delta^3(\mathbf r_1)+\delta^3(\mathbf r_2)$ is used and the result is halved.

The limit $a=b=a'=b'=\zeta$, $g=g'=0$ recovers the simple trial function. Then $u=4\zeta$ and $v=w=2\zeta$, so $y=z=2x$ and $xyz=4x^3$. The lists above give $\Gamma_{111}=8x^3(2+2+4+4+8+8+4)x^3=256x^6$, $\Gamma_{011}=4x^3(2+2+8+4)x^2=64x^5$ and $\Gamma_{110}=4x^3(2+2+2+4)x^2=40x^5$. With $1/x=4\zeta$ this means $\langle1/r_1\rangle=64\cdot4\zeta/256=\zeta$ and $\langle1/r_{12}\rangle=40\cdot4\zeta/256=5\zeta/8$, while $\langle T\rangle=\hbar^2\zeta^2/m$. So $E/E_h=(\zeta a_0)^2-2(Z-\tfrac5{16})\zeta a_0$, with its minimum at $\zeta a_0=27/16$ and value $-(27/16)^2=-2.84765625$. The program reproduces this exactly in rational arithmetic. That case has no $g$ terms. They are tested on the first two functions of the box, where the formulas give $S_{12}=0.9341173866$, $T_{12}=4.4965293778\,E_h$ and $V_{12}=-6.9186963057\,E_h$. A quadrature whose gradients are taken in Cartesian coordinates agrees in all ten decimals.

## Solving for one root

Only the lowest root is wanted, and in extended precision a full diagonalization is costly. One factorization is enough. A symmetric matrix $M$ is written as $LDL^{\mathsf T}$, with $L$ unit lower triangular and $D$ diagonal. Equating the elements $M_{ij}=\sum_{k\le j}L_{ik}d_kL_{jk}$ for $i\ge j$, column by column, gives

$$d_j=M_{jj}-\sum_{k<j}L_{jk}^2d_k,\qquad L_{ij}=\frac{1}{d_j}\Big(M_{ij}-\sum_{k<j}L_{ik}L_{jk}d_k\Big).$$

Because $x^{\mathsf T}Mx=\sum_kd_k(L^{\mathsf T}x)_k^2$ and $L$ is invertible, $M$ is positive definite exactly when all pivots $d_k$ are positive. The formulas for rows up to $n$ use only the leading $n\times n$ block of $M$, so one factorization at the largest size serves all the nested bases.

Take $M=H-\sigma S$. Positive pivots mean $x^{\mathsf T}Hx>\sigma\,x^{\mathsf T}Sx$ for all $x$, which certifies that $\sigma$ lies below every root. For the roots $E_k$ with vectors $c_k$ one has $(H-\sigma S)c_k=(E_k-\sigma)Sc_k$, so the map $c\to(H-\sigma S)^{-1}Sc$ divides the component along $c_k$ by $E_k-\sigma$. Repeating it suppresses the second root relative to the first by $(E_0-\sigma)/(E_1-\sigma)$ per step. With $\sigma=-2.92\,E_h$ the numerator is $0.016\,E_h$. The first excited singlet S level lies roughly $0.8\,E_h$ higher, and the second root of a finite basis cannot lie below the second exact level (the Hylleraas–Undheim–MacDonald theorem), so the ratio is roughly $0.02$ or smaller. The energy is then taken from the Rayleigh quotient. For $c=c_0+\eta$, using $(H-E_0S)c_0=0$ on both sides,

$$\frac{c^{\mathsf T}Hc}{c^{\mathsf T}Sc}-E_0=\frac{c^{\mathsf T}(H-E_0S)c}{c^{\mathsf T}Sc}=\frac{\eta^{\mathsf T}(H-E_0S)\eta}{c^{\mathsf T}Sc},$$

which is quadratic in the error of the vector. Fourteen steps are used, which by this estimate reduce the starting error of the energy by a factor of order $0.02^{28}\approx3\times10^{-48}$. In fifty-digit arithmetic the final error is then set by rounding and not by the iteration.

Both $E_0$ and the smallest eigenvalue $\lambda_{\min}$ of $S$ are minima of a quotient over all vectors. A vector of the smaller basis padded with zeros is a vector of the larger one with the same quotient, so neither minimum can rise with $N$. The first fact is the purpose of enlarging the basis, and the second is its price.

A fixed rule now supplies the exponents, closed forms supply the matrix elements, and one factorization with inverse iteration supplies the lowest root. It remains to see how small $\lambda_{\min}$ becomes, how many digits this costs, and what energy and contact densities the calculation gives.
